# Gauge covariance of the Schrödinger equation, part 2

A spinless particle of mass $m$ and charge $q$ moves in real potentials $\mathbf A$, $\phi$ and a real binding potential $V$. Units are Hartree atomic units, $\hbar=e=m_e=4\pi\varepsilon_0=1$; the fields are $\mathbf E=-\nabla\phi-\partial_t\mathbf A$, $\mathbf B=\nabla\times\mathbf A$. The wave function obeys

$$
i\,\partial_t\psi=H\psi,\qquad H=\frac{\boldsymbol\pi^2}{2m}+V+q\phi,\qquad \boldsymbol\pi=\mathbf p-q\mathbf A,\qquad \mathbf p=-i\nabla. \tag{1}
$$

For real, single-valued, twice continuously differentiable $\chi$,

$$
\mathbf A'=\mathbf A+\nabla\chi,\qquad \phi'=\phi-\partial_t\chi,\qquad \psi'=U\psi,\qquad U=e^{iq\chi}. \tag{2}
$$

Primed operators use the primed potentials; primed densities and averages also use $\psi'$. Here $\rho=|\psi|^2$ and $\langle O\rangle=\int\psi^*O\psi\,d^3r$. Established: (a) $\mathbf E$, $\mathbf B$ are unchanged; (b) $\psi$ solves the equation with $H$ if and only if $\psi'$ solves that with $H'$; (c) $\rho$, the current $\mathbf j$ and $\langle\boldsymbol\pi\rangle$ are unchanged; (d) $\langle\mathbf p\rangle$ shifts by (16).

The first derivation moves $U$ through the operators, with any differentiable $f$ and $u_k=\pi_k\psi$:

$$
p_k(Uf)=-i(\partial_kU)f-iU\partial_kf=U\,[\,q(\partial_k\chi)f+p_kf\,], \tag{4}
$$

$$
\pi'_k(Uf)=U\,[\,q(\partial_k\chi)f+p_kf-qA_kf-q(\partial_k\chi)f\,]=U\,\pi_kf. \tag{5}
$$

$$
\boldsymbol\pi'^2\,U\psi=U\,\boldsymbol\pi^2\psi. \tag{6}
$$

$$
(i\partial_t-H')\,U\psi=U\Big[(i\partial_t-q\phi)-\frac{\boldsymbol\pi^2}{2m}-V\Big]\psi=U\,(i\partial_t-H)\,\psi. \tag{8}
$$

$$
H'U\psi=U\,(H-q\,\partial_t\chi)\,\psi,\qquad\text{that is}\qquad H'=UHU^\dagger-q\,\partial_t\chi. \tag{9}
$$

$$
\partial_t\rho=\frac1m\sum_k\mathrm{Im}\,(\psi^*\pi_k\pi_k\psi). \tag{10}
$$

$$
\partial_k(\psi^*u_k)=-i|u_k|^2-iqA_k\psi^*u_k+i\psi^*\pi_ku_k+iqA_k\psi^*u_k=-i|u_k|^2+i\,\psi^*\pi_k\pi_k\psi. \tag{11}
$$

$$
\partial_t\rho+\nabla\cdot\mathbf j=0,\qquad \mathbf j=\frac1m\,\mathrm{Re}(\psi^*\boldsymbol\pi\psi)=\frac1m\,\mathrm{Im}(\psi^*\nabla\psi)-\frac qm\,\mathbf A\rho. \tag{12}
$$

$$
\psi'^*\,\boldsymbol\pi'\psi'=\psi^*U^*\,U\,\boldsymbol\pi\psi=\psi^*\boldsymbol\pi\psi. \tag{13}
$$

$$
\psi'^*\mathbf p\psi'=\psi^*\mathbf p\psi+q\rho\nabla\chi, \tag{14}
$$

$$
\langle\boldsymbol\pi\rangle=m\int\mathbf j\,d^3r. \tag{15}
$$

$$
\langle\mathbf p\rangle'=\langle\mathbf p\rangle+q\int\rho\,\nabla\chi\,d^3r=\langle\mathbf p\rangle+q\langle\nabla\chi\rangle. \tag{16}
$$

$$
\langle H\rangle'=\langle H\rangle-q\langle\partial_t\chi\rangle. \tag{17}
$$

$$
m\,\frac{d\langle\mathbf r\rangle}{dt}=\langle\boldsymbol\pi\rangle=\langle\mathbf p\rangle-q\langle\mathbf A\rangle. \tag{18}
$$

The current has parts $\mathbf j_\nabla=\mathrm{Re}(\psi^*\mathbf p\psi)/m$ and $\mathbf j_A=-q\mathbf A\rho/m$. The mechanical energy is $\langle\boldsymbol\pi^2/2m+V\rangle$.

The second derivation writes $\psi=R\,e^{iS}$ where $\psi\neq0$, with $R=|\psi|$ and $S$ real:

$$
\mathbf w=\nabla S-q\mathbf A,\qquad w_0=\partial_tS+q\phi. \tag{20}
$$

$$
(i\partial_t-H)\psi=e^{iS}\,(-F+iG), \tag{23}
$$

$$
F=R\,w_0+\frac{w^2}{2m}R+VR-\frac{\nabla^2R}{2m},\qquad G=\partial_tR+\frac{2\,\mathbf w\cdot\nabla R+R\,\nabla\cdot\mathbf w}{2m}. \tag{24}
$$

The Schrödinger equation is equivalent to the real equations $F=0$, $G=0$, which give

$$
\partial_t\rho+\nabla\cdot\Big(\rho\,\frac{\mathbf w}{m}\Big)=0. \tag{25}
$$

$$
\partial_tS+q\phi+\frac{(\nabla S-q\mathbf A)^2}{2m}+V-\frac{\nabla^2R}{2mR}=0, \tag{26}
$$

$$
\langle\boldsymbol\pi\rangle=\int\rho\,(\nabla S-q\mathbf A)\,d^3r,\qquad\langle\mathbf p\rangle=\int\rho\,\nabla S\,d^3r. \tag{28}
$$

### The potentials have no other choice

The real equations also answer the reverse question. Take $q\ne0$, and suppose that for a given $\chi$ there are potentials $\mathbf A'$ and $\phi'$, not yet known, such that $U\psi$ solves the primed equation for every solution $\psi$ of (1). Set $\boldsymbol\delta=\mathbf w'-\mathbf w=q(\nabla\chi-\mathbf A'+\mathbf A)$, which does not depend on $\psi$. Equation (25) holds in both descriptions with the same $\rho$, and the difference of the two is

$$
\nabla\cdot(\rho\,\boldsymbol\delta)=\rho\,\nabla\cdot\boldsymbol\delta+\boldsymbol\delta\cdot\nabla\rho=0 .
$$

At any chosen instant the state can be prescribed freely, since it serves as the initial condition of a solution. At a chosen point, take first a state with $\rho\neq0$ and $\nabla\rho=0$, which gives $\nabla\cdot\boldsymbol\delta=0$ there. Then take states with $\nabla\rho$ along each axis, which give $\boldsymbol\delta=0$. Hence $\mathbf A'=\mathbf A+\nabla\chi$. With $\mathbf w'=\mathbf w$ and the same $R$ and $V$, the difference of $F'=0$ and $F=0$ is $R(w_0'-w_0)=0$, so $q\,\partial_t\chi+q\phi'-q\phi=0$ and $\phi'=\phi-\partial_t\chi$. With $m$, $q$ and $V$ held fixed, a local phase change maps all solutions onto solutions of an equation of the form (1) only if $\mathbf A$ and $\phi$ change as in (2).

A special case shows what a local phase change does to the field-free equation; by (a) the potentials it generates carry no field. Start from $\mathbf A=0$ and $\phi=0$. Multiplying the solutions by $e^{iq\chi}$ with a nonconstant $\chi$ yields functions that solve the equation with $\mathbf A'=\nabla\chi$ and $\phi'=-\partial_t\chi$ and, by the argument just given, do not all solve the free one. The field-free equation does not keep its form under local phase changes, and the minimally coupled equation does.

## What each derivation assumes

Both derivations need $\chi$ real, since otherwise $|U|\neq1$ in the first and $R'\neq R$ in the second. Both need $V$ to act by multiplication, and both rest in the end on the product rule. Surface terms matter only for averages. The first derivation obtains (c) and (d) by integrating (13) and (14), which requires only that the integrals exist; it needs vanishing surface terms for the reality of $\langle\boldsymbol\pi\rangle$, for (15) and for (18). The second derivation uses them to reach (28).

The first derivation is linear in $\psi$. It never divides by $\psi$, so nodes cause no trouble. It proves operator identities, (5), (6) and (9), that hold on any function, and for that reason it extends at once to matrix elements between different states: $\int\psi_a'^*\boldsymbol\pi'\psi_b'\,d^3r=\int\psi_a^*\boldsymbol\pi\psi_b\,d^3r$ follows from (5) with $f=\psi_b$. It also carries over to several particles with $U=\exp[\,i\sum_aq_a\chi(\mathbf r_a,t)]$, because the derivative with respect to $\mathbf r_a$ brings down only $q_a\nabla\chi(\mathbf r_a,t)$ and an interaction that depends on the positions commutes with $U$. A wave function with spin components is handled by multiplying each component by the same $U$; a coupling of the spin to $\mathbf B$ is unchanged by (a). On the other hand, this derivation takes the pairing (2) as given and verifies it, and it needs separate work, equations (10) to (12), to find the current.

The second derivation assumes a one-component wave function and works directly only where $\psi\neq0$. Extending it to the nodes cost an additional assumption, the continuity of the second derivatives of $\psi$ and of the potentials. It treats one state at a time, and the equations are nonlinear in $R$ and $S$, so matrix elements between different states are not in its natural reach. In return the continuity equation appears as one half of the Schrödinger equation, the invariant combinations $\mathbf w$ and $w_0$ are visible by inspection, the difference between $\langle\mathbf p\rangle$ and $\langle\boldsymbol\pi\rangle$ is displayed in (28), and the uniqueness of the transformation law follows in a few lines.

## Simple cases

For constant $\chi$ the potentials do not change and $U$ is the familiar global phase. For $q=0$, $U=1$ for every $\chi$, and $\mathbf p=\boldsymbol\pi$.

For $\chi=-\Phi_0t$ with constant $\Phi_0$, (2) gives $\phi'=\phi+\Phi_0$ and $U=e^{-iq\Phi_0t}$. A stationary state $e^{-i\varepsilon t}$ becomes $e^{-i(\varepsilon+q\Phi_0)t}$, and (17) gives $\langle H\rangle'=\langle H\rangle+q\Phi_0$. This is the freedom to choose the zero of the electrostatic potential.

For $\chi=\mathbf b\cdot\mathbf r$ with constant $\mathbf b$, $\mathbf A'=\mathbf A+\mathbf b$ and $\langle\mathbf p\rangle'=\langle\mathbf p\rangle+q\mathbf b$ in every state. The factor $e^{iq\mathbf b\cdot\mathbf r}$ looks like a kick, and it is one if it is applied to $\psi$ while $\mathbf A$ is held fixed. Applied together with the change of $\mathbf A$ it changes no velocity.

The exception to the shift of $\langle\mathbf p\rangle$ is seen most easily in one dimension. If $\rho$ and $\chi$ are both even in $x$, then $\partial_x\chi$ is odd, the integral in (16) vanishes, and $\langle p\rangle'=\langle p\rangle$. The distribution of canonical momentum can change nonetheless, and the mean square shows that it does when $\psi$ is real and $q\,\partial_x\chi$ is not zero throughout the region where $\rho\neq0$. The imaginary part of (11) reads $\partial_k\,\mathrm{Im}(\psi^*u_k)=-|u_k|^2+\mathrm{Re}(\psi^*\pi_k\pi_k\psi)$, and its real part shows that $\mathrm{Im}(\psi^*\pi_k\pi_k\psi)$ is a derivative. Equation (11) is an identity for any $\mathbf A$; integrated with $\mathbf A=0$ it gives $\langle p^2\rangle=\int|p\psi|^2dx$. Using (4) and $|U|=1$,

$$
\langle p^2\rangle'=\int\big|p\psi+q(\partial_x\chi)\psi\big|^2dx=\langle p^2\rangle+2q\int(\partial_x\chi)\,\mathrm{Re}(\psi^*p\psi)\,dx+q^2\langle(\partial_x\chi)^2\rangle .
$$

For real $\psi$ the product $\psi^*p\psi=-i\psi\,\partial_x\psi$ is imaginary and the middle term vanishes, so

$$
\langle p^2\rangle'=\langle p^2\rangle+q^2\langle(\partial_x\chi)^2\rangle. \tag{29}
$$

It follows that $\langle p^2\rangle/2m$ is in general not the kinetic energy in a gauge with a vector potential, since the kinetic energy $\langle\pi^2\rangle/2m$ is invariant while $\langle p^2\rangle$ has changed.

## Where the result fails

A $\chi$ with a nonconstant imaginary part makes the potentials complex and $|U|\neq1$. The identity (8) survives, since its proof used only the product rule, but $\rho'\ne\rho$ and (13) is lost.

A nonlocal potential, $(V\psi)(\mathbf r)=\int v(\mathbf r,\mathbf s)\psi(\mathbf s)\,d^3s$, does not commute with $U$. Nonlocal pseudopotentials are of this kind. The operator $UVU^\dagger$ has the kernel $e^{iq\chi(\mathbf r,t)}\,v(\mathbf r,\mathbf s)\,e^{-iq\chi(\mathbf s,t)}$, and (8) holds only if this kernel is used in $H'$. Keeping the old kernel and replacing $\mathbf p$ by $\mathbf p-q\mathbf A'$ in the kinetic energy alone defines a different physical problem. Even with the transformed kernel, (12) and (18) do not hold in general, because $\psi^*V\psi$ is no longer real at each point and $V$ does not commute with $\mathbf r$. The mean velocity is then $d\langle\mathbf r\rangle/dt=\langle\boldsymbol\pi\rangle/m+i\langle[V,\mathbf r]\rangle$.

The boundary conditions must be mapped as well. On a ring around a confined magnetic flux $\Phi$, with $A=\Phi/\ell$ along the circumference $\ell$, the function $\chi=-\Phi s/\ell$ of the arc length $s$ makes $A'=0$. It is not single valued, and going once round the ring multiplies $U$ by $e^{-iq\Phi}$. Then $\psi'$ is periodic only if $q\Phi$ is an integer multiple of $2\pi$; for any other flux the potential has been traded for a twisted boundary condition. This is the setting of the Aharonov-Bohm effect. The same remark applies to $\chi=\mathbf b\cdot\mathbf r$ in a periodic box.

Finally, a truncated basis must be transformed as well. If $\psi$ is restricted to the span of a few basis functions, $U\psi$ usually lies outside that span, and calculations in two gauges with the same truncated basis in general give different answers for quantities that should be invariant. Multiplying every basis function by $U$ restores the agreement, because (8) holds for any function, provided the matrix of the whole operator $i\partial_t-H'$ is used. When $\chi$ depends on time the new basis functions $Uu_n$ do too, and the term $-\int(Uu_m)^*\,i\partial_t(Uu_n)\,d^3r$ must be added to the matrix of $H'$. Without it the term $-q\,\partial_t\chi$ of (9) is left uncancelled; in passing from the length to the velocity gauge of the example below, the field would then drop out of the equations altogether. A related error concerns populations. The amplitude $\int u_n^*\psi\,d^3r$ on a field-free eigenfunction $u_n$ is invariant when $u_n$ is also multiplied by $U$, since $(Uu_n)^*U\psi=u_n^*\psi$. Projecting $\psi'$ on the untransformed $u_n$ gives $\int u_n^*U\psi\,d^3r$ instead. If $U$ is constant in space at that time, this differs from the original amplitude only by the phase $U$ and the population, its squared modulus, is the same; otherwise the population in general differs.

## Worked example: one electron in three gauges

An electron ($q=-1$, $m=1$) moves in one dimension in the soft-core potential $V=-1/\sqrt{x^2+a^2}$ with the chosen value $a=2$ bohr. Diagonalization on a grid gives the ground energy $-0.370859$ hartree, or $-10.092$ eV. The electron starts in the ground state, and from $t=0$ a uniform field $E(t)=E_0\sin\omega t$ acts along $x$, with the chosen values $E_0=0.01$ and $\omega=0.057$ in atomic units. For a light wave these correspond to a wavelength of $799.4$ nm and a peak intensity of $3.5\times10^{12}$ W/cm$^2$. Taking the field as uniform, with no magnetic field, is the dipole approximation. The state is examined at $T=40$, which is $0.9676$ fs.

Gauge L, the length gauge, has $A_L=0$ and $\phi_L=-xE(t)$, so that $-\partial_x\phi_L=E$.

Gauge V, the velocity gauge, follows from L with $\chi_V=xA_V(t)$, where $A_V=-(E_0/\omega)(1-\cos\omega t)$. Then $dA_V/dt=-E_0\sin\omega t=-E$. The new vector potential is $\partial_x\chi_V=A_V$, and the new scalar potential is $\phi_L-\partial_t\chi_V=-xE+xE=0$.

Gauge W follows from L with $\chi_W=\beta\sin\kappa x\,\sin\Omega t$ and the chosen values $\beta=1$, $\kappa=0.3$ bohr$^{-1}$, $\Omega=0.1$. The potentials are $A_W=\beta\kappa\cos\kappa x\,\sin\Omega t$ and $\phi_W=-xE-\beta\Omega\sin\kappa x\,\cos\Omega t$. The field is $-\partial_x\phi_W-\partial_tA_W=E+\beta\Omega\kappa\cos\kappa x\cos\Omega t-\beta\kappa\Omega\cos\kappa x\cos\Omega t=E$. This gauge has no practical use; it is there because its vector potential varies in space and time.

Both $\chi_V$ and $\chi_W$ vanish at $t=0$, so $U=1$ then and the three problems share one initial state. The Schrödinger equation was integrated separately in each gauge, with no use of $U$. At $t=T$ the phases are $\omega T=2.28$ and $\Omega T=4$, and

$$
E(T)=0.01\sin 2.28=0.007589,\qquad A_V(T)=-\frac{0.01}{0.057}(1-\cos2.28)=-0.289689,
$$

$$
A_W(0,T)=0.3\sin4=-0.227041 .
$$

The results at $t=T$, in atomic units, are these.

| quantity | L | V | W |
|---|---|---|---|
| $\langle x\rangle$ | $-0.230669$ | $-0.230669$ | $-0.230669$ |
| $\rho(0)$ | $0.260001$ | $0.260001$ | $0.260001$ |
| $j(0)$ | $0.004771$ | $0.004771$ | $0.004771$ |
| $j_\nabla(0)$ | $0.004771$ | $0.080090$ | $0.063802$ |
| $j_A(0)$ | $0$ | $-0.075320$ | $-0.059031$ |
| $\langle\pi\rangle$ | $0.024618$ | $0.024618$ | $0.024618$ |
| $m\,d\langle x\rangle/dt$ | $0.024618$ | $0.024618$ | $0.024618$ |
| $\langle p\rangle$ | $0.024618$ | $0.314308$ | $0.224829$ |
| $\langle\pi^2/2m+V\rangle$ | $-0.369496$ | $-0.369496$ | $-0.369496$ |
| $\langle H\rangle$ | $-0.371247$ | $-0.369496$ | $-0.367520$ |

The wave functions themselves obey (b). The largest value of $|\psi_V-e^{iq\chi_V}\psi_L|$ on the grid is $8.5\times10^{-8}$ and that of $|\psi_W-e^{iq\chi_W}\psi_L|$ is $6.6\times10^{-8}$ bohr$^{-1/2}$, which is numerical error. With the wrong sign in the exponent the deviations are $0.383$ and $0.288$.

The invariant rows describe the motion. The field has been positive throughout, the force $qE$ on the electron negative, and the density is displaced to $\langle x\rangle=-0.231$ bohr. The field has passed its maximum, since $\omega T$ exceeds $\pi/2$, and the positive $\langle\pi\rangle=0.0246$ shows the density moving back toward the origin. The row $m\,d\langle x\rangle/dt$ was obtained from densities at neighbouring times and confirms (18).

For the current at the origin, $j_A=-qA\rho/m=+A\rho$ for an electron. In gauge V,

$$
j_A(0)=-0.289689\times0.260001=-0.07532,\qquad j(0)=0.08009-0.07532=0.00477 .
$$

In gauge W,

$$
j_A(0)=-0.227041\times0.260001=-0.05903,\qquad j(0)=0.06380-0.05903=0.00477 .
$$

In both gauges the physical current is a small difference of two much larger gauge-dependent parts. The largest residual of the continuity equation is below $10^{-9}$ in all three gauges when the full current is used. With $j_\nabla$ alone it rises to $3.1\times10^{-2}$ in V and $2.7\times10^{-2}$ in W, and it is unchanged in L, where $A=0$.

For the canonical momentum in gauge V, $\partial_x\chi_V=A_V(T)$ is uniform, and (16) gives $q\langle\partial_x\chi_V\rangle=-A_V(T)=+0.289689$. Then

$$
\langle p\rangle_V=0.02462+0.28969=0.31431,
$$

as in the table. This is more than twelve times mass times mean velocity. In gauge W, $q\langle\partial_x\chi_W\rangle=-\beta\kappa\sin\Omega T\,\langle\cos\kappa x\rangle=0.227041\,\langle\cos\kappa x\rangle$. Evaluated with the density of gauge L it equals $0.200211$, which means $\langle\cos\kappa x\rangle=0.200211/0.227041=0.882$, less than one because the density extends over a region where the cosine has begun to fall. Then $\langle p\rangle_W=0.02462+0.20021=0.22483$. Here the shift depends on the state, and not on the potentials alone.

For the energy in gauge V, $\partial_t\chi_V=-xE$, so $-q\langle\partial_t\chi_V\rangle=+\langle\partial_t\chi_V\rangle=-\langle x\rangle E(T)=0.230669\times0.007589=0.00175$. With the six-decimal value $0.001751$, $\langle H\rangle_V=-0.371247+0.001751=-0.369496$ hartree. It coincides with the mechanical energy because $\phi_V=0$. In gauge W the formula gives $0.003727$, and $\langle H\rangle_W=-0.371247+0.003727=-0.367520$ hartree.

The comparison with the initial energy $-0.370859$ hartree shows that the change of $\langle H\rangle$ need not equal the work done by the field. In gauge L it has fallen below the initial value, and in gauge V it has risen above it, for the same physical process. The mechanical energy has risen by $0.370859-0.369496=0.001363$ hartree in every gauge. This rise is the work done by the field up to time $T$, as gauge V shows. Most of it is not permanently absorbed: the rise peaks at about $0.0033$ hartree near $t=27.4$ and has fallen to about $0.0002$ hartree when the field next vanishes, at $t=\pi/\omega=55.1$. For a Hermitian $H$ and a solution of (1), the terms from $\partial_t\psi=-iH\psi$ and its conjugate cancel in $d\langle H\rangle/dt$, leaving $\langle\partial_tH\rangle$. In gauge V, $A_V$ is uniform and commutes with $p$, so $\partial_tH=-q(dA_V/dt)\,\pi/m=qE\pi/m$. The mechanical energy thus changes at the rate $qE\langle\pi\rangle/m$, force times mean velocity, and every factor in this statement is gauge invariant.

The exception is tested with the even function $\chi=\beta\cos\kappa x$ acting on the real, even ground state, in which $\langle p\rangle=0$. The transformed state has $|\langle p\rangle'|=3.9\times10^{-16}$, which is zero to rounding error. The mean square rises from $0.095778$ to $0.112513$, and the term $q^2\langle(\partial_x\chi)^2\rangle$ of (29) is $0.016736$, so that $0.0958+0.0167=0.1125$.

The numerical check below has two parts. The symbolic part takes unspecified functions $\psi$, $\chi$, $\phi$, $V$ and $\mathbf A$ in three dimensions, carries out the derivatives by computer algebra, and confirms (a), (5), (8), the invariance of $\mathbf j$, and the continuity equation (12). The numerical part finds the ground state on a grid of $512$ points in a box of $160$ bohr and propagates it independently in the three gauges. It compares the wave functions through $U$, compares the densities and currents at all grid points, and tests the shifts (16) and (17) by taking one side from the state propagated in the new gauge and the other from the density of gauge L. It forms $\partial_t\rho$ and $d\langle x\rangle/dt$ from finite differences in time with step $0.01$ to test (12) and (18), requires that the wrong sign of the phase and the omission of $j_A$ fail visibly, and tests (29). The amplitude and phase equations (23) to (26) are not evaluated separately; the check bears on the results (b), (c), (d) and (17) at which both derivations arrive.

## Values computed for the example and the checks

```
symbolic 3D identities (fields, pi, Schroedinger, j, continuity): hold
inputs: q = -1 e, m = 1 m_e, a = 2.0 bohr
inputs: E0 = 0.01 a.u., omega = 0.057 a.u., T = 40.0 a.u.
inputs: beta = 1.0 a.u., kappa = 0.3 1/bohr, Omega = 0.1 a.u.
grid: N = 512, box = 160.0 bohr, dx = 0.3125 bohr, time difference h = 0.01 a.u.
wavelength = 799.4 nm, T = 0.9676 fs
peak intensity = 3.509e+12 W/cm^2
ground energy = -0.370859 hartree = -10.092 eV
omega T = 2.2800 rad, Omega T = 4.0000 rad
E(T) = 0.007589 a.u., A_V(T) = -0.289689 a.u.
A_W(x=0,T) = -0.227041 a.u.
--- gauge L at t = T ---
max|psi - U psi_L| = 0.0e+00 bohr^-1/2, <x> = -0.230669 bohr
rho(0) = 0.260001 1/bohr, j(0) = 0.004771 a.u.
j parts at 0: gradient 0.004771, A term 0.000000 a.u.
<pi> = 0.024618 a.u., m d<x>/dt = 0.024618 a.u.
<p> = 0.024618 a.u., <p> - <p>_L = 0.000000 a.u.
formula q<dchi/dx> = 0.000000 a.u.
<H> = -0.371247, <pi^2/2m+V> = -0.369496 hartree
<H> - <H>_L = 0.000000, -q<dchi/dt> = 0.000000 hartree
continuity residual 5.5e-10, without A term 5.5e-10 a.u.
--- gauge V at t = T ---
max|psi - U psi_L| = 8.5e-08 bohr^-1/2, <x> = -0.230669 bohr
rho(0) = 0.260001 1/bohr, j(0) = 0.004771 a.u.
j parts at 0: gradient 0.080090, A term -0.075320 a.u.
<pi> = 0.024618 a.u., m d<x>/dt = 0.024618 a.u.
<p> = 0.314308 a.u., <p> - <p>_L = 0.289689 a.u.
formula q<dchi/dx> = 0.289689 a.u.
<H> = -0.369496, <pi^2/2m+V> = -0.369496 hartree
<H> - <H>_L = 0.001751, -q<dchi/dt> = 0.001751 hartree
continuity residual 5.7e-10, without A term 3.1e-02 a.u.
control, wrong sign of phase: max deviation 0.383 bohr^-1/2
--- gauge W at t = T ---
max|psi - U psi_L| = 6.6e-08 bohr^-1/2, <x> = -0.230669 bohr
rho(0) = 0.260001 1/bohr, j(0) = 0.004771 a.u.
j parts at 0: gradient 0.063802, A term -0.059031 a.u.
<pi> = 0.024618 a.u., m d<x>/dt = 0.024618 a.u.
<p> = 0.224829 a.u., <p> - <p>_L = 0.200211 a.u.
formula q<dchi/dx> = 0.200211 a.u.
<H> = -0.367520, <pi^2/2m+V> = -0.369496 hartree
<H> - <H>_L = 0.003727, -q<dchi/dt> = 0.003727 hartree
continuity residual 9.4e-10, without A term 2.7e-02 a.u.
control, wrong sign of phase: max deviation 0.288 bohr^-1/2
--- even chi = beta cos(kappa x), ground state ---
|<p>'| = 3.9e-16 a.u.
<p^2> = 0.095778, <p^2>' = 0.112513 a.u.
difference 0.016736, q^2<(dchi/dx)^2> = 0.016736 a.u.
```
